# Spin-flip excitations for two electrons in two orbitals: triplet oxygen: a numerical check

```python
"""Single spin flips from a high-spin triplet, two electrons in two orbitals.

Result under test: the operators adag(p,down) a(q,up), p,q in {1,2}, acting on
|1up 2up> give all four M_S=0 determinants D_pq = |p up, q down> up to sign.
Diagonalizing H among them gives the exact singlets of the active space.
h: one-electron matrix (with frozen-core field), g[p,q,r,s] = (pq|rs),
J11, J22, J12: Coulomb integrals, K = (12|12): exchange integral.
For a degenerate pi pair the singlets lie 2K, 2K and 4K above the triplet.
Example: O2, restricted open-shell Hartree-Fock orbitals.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto, scf, ao2mo, mcscf, fci

EV = const.value('Hartree energy in eV')
KB_EV = const.k / const.e
UP, DOWN = 0, 1


# ---------- explicit Fock space, used as the independent road ----------
def annihilators(n_orb):
    """Matrices a[p][spin] built with the sign string of fermions."""
    lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ops = []
    for k in range(2 * n_orb):
        m = np.eye(1)
        for j in range(2 * n_orb):
            m = np.kron(m, sign if j < k else lower if j == k else one)
        ops.append(m)
    return [[ops[2 * p], ops[2 * p + 1]] for p in range(n_orb)]


def fock_space_h(h, g, a):
    n = len(h)
    e = [[sum(a[p][s].T @ a[q][s] for s in (UP, DOWN)) for q in range(n)]
         for p in range(n)]
    ham = sum(h[p, q] * e[p][q] for p in range(n) for q in range(n))
    for p in range(n):
        for q in range(n):
            for r in range(n):
                for s in range(n):
                    term = e[p][q] @ e[r][s]
                    if q == r:
                        term = term - e[p][s]
                    ham = ham + 0.5 * g[p, q, r, s] * term
    return ham


def spin_squared(a):
    s_minus = sum(x[DOWN].T @ x[UP] for x in a)
    s_z = 0.5 * sum(x[UP].T @ x[UP] - x[DOWN].T @ x[DOWN] for x in a)
    return s_minus @ s_minus.T + s_z @ s_z + s_z


def determinant(a, occupied):
    v = np.zeros(a[0][0].shape[0])
    v[0] = 1.0
    for p, s in reversed(occupied):
        v = a[p][s].T @ v
    return v


def random_integrals(n, rng):
    h = rng.normal(size=(n, n))
    b = 0.4 * rng.normal(size=(5, n, n))
    b = b + b.transpose(0, 2, 1)
    return h + h.T, np.einsum('lpq,lrs->pqrs', b, b)


# ---------- derived formulas ----------
def four_by_four(h, g):
    """H among D_11, D_12, D_21, D_22."""
    one = np.eye(2)
    return np.kron(h, one) + np.kron(one, h) + g.transpose(0, 2, 1, 3).reshape(4, 4)


def singlet_block(h, g):
    """H among D_11, D_22 and the open-shell singlet."""
    k = g[0, 1, 0, 1]
    c1 = np.sqrt(2) * (h[0, 1] + g[0, 0, 0, 1])
    c2 = np.sqrt(2) * (h[0, 1] + g[1, 1, 0, 1])
    return np.array([[2 * h[0, 0] + g[0, 0, 0, 0], k, c1],
                     [k, 2 * h[1, 1] + g[1, 1, 1, 1], c2],
                     [c1, c2, h[0, 0] + h[1, 1] + g[0, 0, 1, 1] + k]])


def triplet_energy(h, g):
    return h[0, 0] + h[1, 1] + g[0, 0, 1, 1] - g[0, 1, 0, 1]


# ---------- test: two orbitals, general random integrals ----------
rng = np.random.default_rng(7)
a2 = annihilators(2)
h2, g2 = random_integrals(2, rng)
ham2 = fock_space_h(h2, g2, a2)
ref2 = determinant(a2, [(0, UP), (1, UP)])
pairs = [(q, p) for q in (0, 1) for p in (0, 1)]
flips = np.array([a2[p][DOWN].T @ a2[q][UP] @ ref2 for q, p in pairs]).T
for (q, p), column in zip(pairs, flips.T):
    expected = (1 if q == 1 else -1) * determinant(a2, [(1 - q, UP), (p, DOWN)])
    assert np.allclose(column, expected)
n_up = np.diag(sum(x[UP].T @ x[UP] for x in a2))
n_dn = np.diag(sum(x[DOWN].T @ x[DOWN] for x in a2))
sector = np.where((np.round(n_up) == 1) & (np.round(n_dn) == 1))[0]
sector_projector = np.zeros((16, 16))
sector_projector[sector, sector] = 1
assert np.allclose(flips @ flips.T, sector_projector)      # complete
assert np.allclose(flips.T @ flips, np.eye(4))             # orthonormal
exact = np.linalg.eigvalsh(ham2[np.ix_(sector, sector)])
assert np.allclose(np.linalg.eigvalsh(four_by_four(h2, g2)), exact)

s2_sector = spin_squared(a2)[np.ix_(sector, sector)]
s2_val, s2_vec = np.linalg.eigh(s2_sector)
assert np.allclose(s2_val, [0, 0, 0, 2])
sing = s2_vec[:, :3]
exact_singlets = np.linalg.eigvalsh(sing.T @ ham2[np.ix_(sector, sector)] @ sing)
assert np.allclose(np.linalg.eigvalsh(singlet_block(h2, g2)), exact_singlets)
ref_energy = ref2 @ ham2 @ ref2
assert np.isclose(triplet_energy(h2, g2), ref_energy)
trip = s2_vec[:, 3]
assert np.isclose(trip @ ham2[np.ix_(sector, sector)] @ trip, ref_energy)

# excitation form: Fock matrices of the triplet and particle-hole attraction
f_dn = h2 + np.einsum('pqii->pq', g2)
f_up = f_dn - np.einsum('piiq->pq', g2)
excitation = np.array([[(q == r) * f_dn[p, s] - (p == s) * f_up[q, r] - g2[p, s, q, r]
                        for r, s in pairs] for q, p in pairs])
assert np.allclose(excitation, flips.T @ ham2 @ flips - ref_energy * np.eye(4))

# rotation of the two active orbitals
c, s = np.cos(0.6), np.sin(0.6)
rot = np.array([[c, -s], [s, c]])
h_rot = rot.T @ h2 @ rot
g_rot = np.einsum('pqrs,pi,qj,rk,sl->ijkl', g2, rot, rot, rot, rot)
assert np.allclose(np.linalg.eigvalsh(singlet_block(h_rot, g_rot)), exact_singlets)

# ---------- test: three orbitals ----------
a3 = annihilators(3)
h3, g3 = random_integrals(3, rng)
ham3, s2_3 = fock_space_h(h3, g3, a3), spin_squared(a3)

# frozen closed core in orbital 0, active orbitals 1 and 2
ref_core = determinant(a3, [(0, UP), (0, DOWN), (1, UP), (2, UP)])
core_flips = np.array([a3[p][DOWN].T @ a3[q][UP] @ ref_core
                       for q in (1, 2) for p in (1, 2)]).T
dressed = (h3 + 2 * g3[:, :, 0, 0] - g3[:, 0, 0, :])[1:, 1:]
e_core3 = 2 * h3[0, 0] + g3[0, 0, 0, 0]
assert np.allclose(np.linalg.eigvalsh(core_flips.T @ ham3 @ core_flips),
                   e_core3 + np.linalg.eigvalsh(four_by_four(dressed, g3[1:, 1:, 1:, 1:])))

# counterexample: two electrons free to use three orbitals
ref3 = determinant(a3, [(0, UP), (1, UP)])
flips3 = np.array([a3[p][DOWN].T @ a3[q][UP] @ ref3 for q in (0, 1) for p in range(3)]).T
all3 = np.array([determinant(a3, [(p, UP), (q, DOWN)])
                 for p in range(3) for q in range(3)]).T
reached, total = np.linalg.matrix_rank(flips3), np.linalg.matrix_rank(all3)
assert reached < total
vec3 = flips3 @ np.linalg.eigh(flips3.T @ ham3 @ flips3)[1]
s2_values = np.einsum('ik,ij,jk->k', vec3, s2_3, vec3)
contamination = np.max(np.minimum(abs(s2_values), abs(s2_values - 2)))
assert contamination > 0.01


# ---------- O2 ----------
BOND_NM, TEMPERATURE, PRESSURE = 0.121, 600.0, 1.0


def oxygen(basis):
    mol = gto.M(atom=[['O', (0, 0, 0)], ['O', (0, 0, 10 * BOND_NM)]],
                basis=basis, spin=2, verbose=0)
    mf = scf.ROHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-6, 100
    mf.kernel()
    assert mf.converged
    orbitals = np.hstack([mf.mo_coeff[:, mf.mo_occ == n] for n in (2, 1, 0)])
    return mol, mf, orbitals


def active_integrals(mol, mf, orbitals):
    core, act = orbitals[:, :7], orbitals[:, 7:9]
    dm = 2 * core @ core.T
    vj, vk = scf.hf.get_jk(mol, dm)
    bare, field = mf.get_hcore(), vj - 0.5 * vk
    e_core = mol.energy_nuc() + np.sum(dm * (bare + 0.5 * field))
    g = ao2mo.kernel(mol, act, compact=False).reshape(2, 2, 2, 2)
    return e_core, act.T @ (bare + field) @ act, g


mol, mf, orbitals = oxygen('cc-pvdz')
e_core, h, g = active_integrals(mol, mf, orbitals)
J11, J22, J12, K = g[0, 0, 0, 0], g[1, 1, 1, 1], g[0, 0, 1, 1], g[0, 1, 0, 1]
e_triplet = e_core + triplet_energy(h, g)
assert abs(e_triplet - mf.e_tot) < 1e-7
gaps = e_core + np.linalg.eigvalsh(singlet_block(h, g)) - e_triplet
assert abs(J11 - J12 - 2 * K) < 5e-6 and abs(J11 - J22) < 5e-6
assert np.allclose(gaps, [2 * K, 2 * K, 4 * K], atol=5e-6)

# independent active-space calculation in the same orbitals
cas = mcscf.CASCI(mf, 2, (1, 1))
cas.fcisolver.nroots = 4
cas.kernel(orbitals)
cas_energies = np.sort(np.asarray(cas.e_tot))
assert np.allclose(cas_energies, e_triplet + np.r_[0, gaps], atol=1e-7)

# single determinants from whole-molecule density matrices
density = [orbitals[:, :7] @ orbitals[:, :7].T + np.outer(orbitals[:, k], orbitals[:, k])
           for k in (7, 8)]
functional = scf.UHF(mol)
e_closed = functional.energy_tot(dm=np.array([density[0], density[0]])) - e_triplet
e_open = functional.energy_tot(dm=np.array([density[0], density[1]])) - e_triplet
assert abs(e_closed - 3 * K) < 5e-6 and abs(e_open - K) < 5e-6

# orbital splitting at which the lowest singlet meets the triplet
split = 2 * np.sqrt(2) * K
for delta in (0.5 * split, split, 1.5 * split):
    shifted = h + np.diag([-delta / 2, delta / 2])
    # rotation-free splitting: the pi pair has no other preferred axes
    lowest = np.linalg.eigvalsh(singlet_block(shifted, g))[0] - triplet_energy(shifted, g)
    assert abs(lowest - (3 * K - np.hypot(delta, K))) < 1e-5

# neglected 1: valence correlation, 12 electrons in 8 orbitals
valence = mcscf.CASSCF(mf, 8, (7, 5))
valence.kernel(orbitals)
assert valence.converged
h_val, e_core_val = valence.get_h1eff()
_, ham_val = fci.direct_spin1.pspace(h_val, valence.get_h2eff(), 8, (6, 6), np=1000)
assert ham_val.shape == (784, 784)
roots = np.linalg.eigvalsh(ham_val)[:5] + e_core_val
assert abs(roots[0] - valence.e_tot) < 1e-6      # M_S=0 partner of the triplet
assert abs(roots[1] - roots[2]) < 2e-5           # degenerate Delta pair
gap_val = np.array([0.5 * (roots[1] + roots[2]), roots[3]]) - roots[0]

# neglected 2: relaxation of the orbitals for the average of the three singlets
relaxed = mcscf.CASSCF(mf, 2, (1, 1)).state_average_([0.0, 1 / 3, 1 / 3, 1 / 3])
relaxed.kernel(orbitals)
assert relaxed.converged
gap_relaxed = np.sort(np.asarray(relaxed.e_states)[1:]) - e_triplet
assert np.mean(gap_relaxed) <= np.mean(gaps) + 1e-7

# neglected 3: larger basis
K_tz = active_integrals(*oxygen('cc-pvtz'))[2][0, 1, 0, 1]

# neglected 4: spin-orbit coupling, nuclear term without electron screening
probe = gto.M(atom='H 0 0 0', basis={'H': [[1, [1.0, 1.0]]]}, spin=1, verbose=0)
with probe.with_rinv_origin((0, 0, 0)):
    probe_value = np.max(abs(probe.intor('int1e_prinvxp', comp=3)[2]))
inverse_cube = (quad(lambda r: r * np.exp(-2 * r * r), 0, 12)[0]
                / quad(lambda r: r**4 * np.exp(-2 * r * r), 0, 12)[0])
assert abs(probe_value - inverse_cube) < 1e-6    # <l_z / r^3> of a p pair
orbit = 0
for atom in range(2):
    with mol.with_rinv_origin(mol.atom_coord(atom)):
        orbit = orbit + mol.atom_charge(atom) * mol.intor('int1e_prinvxp', comp=3)[2]
active = orbitals[:, 7:9]
l_matrix = 0.5j * const.alpha**2 * (active.T @ orbit @ active)
coupling_matrix = 0.5 * (np.kron(l_matrix, np.eye(2)) - np.kron(np.eye(2), l_matrix))
sigma_state = np.array([1, 0, 0, 1]) / np.sqrt(2)
triplet_state = np.array([0, 1, -1, 0]) / np.sqrt(2)
so_coupling = abs(sigma_state @ coupling_matrix @ triplet_state)
relative_h = four_by_four(h, g) + (e_core - e_triplet) * np.eye(4)
so_shift = np.linalg.eigvalsh(relative_h + coupling_matrix)[0]
assert abs(so_shift + so_coupling**2 / (4 * K)) < 0.02 * abs(so_shift) + 1e-9


def delta_pressure(gap_delta, gap_sigma):
    """Equilibrium partial pressure of the Delta singlet, electronic weights only."""
    w_d = 2 * np.exp(-gap_delta * EV / (KB_EV * TEMPERATURE))
    w_s = np.exp(-gap_sigma * EV / (KB_EV * TEMPERATURE))
    return PRESSURE * w_d / (3 + w_d + w_s)


p_model = delta_pressure(gaps[0], gaps[2])
p_val = delta_pressure(*gap_val)
wavelength = const.h * const.c / (gaps[0] * EV * const.e) * 1e9

print(f"Flips from triplet, two orbitals: {np.linalg.matrix_rank(flips)} of {len(sector)} determinants")
print(f"Flips from triplet, three orbitals: {reached} of {total} determinants")
print(f"Three orbitals, largest error of <S^2>: {contamination:.3f} (hbar^2)")
print(f"O2 bond length (input): {BOND_NM:.3f} nm")
print(f"Temperature (input): {TEMPERATURE:.0f} K; O2 pressure (input): {PRESSURE:.1f} Torr")
print("O2, triplet orbitals, cc-pVDZ:")
print(f"  core energy with nuclear repulsion: {e_core:.6f} hartree")
print(f"  h11 = {h[0, 0]:.6f} hartree, h22 = {h[1, 1]:.6f} hartree")
print(f"  J11 = {J11:.6f} hartree, J12 = {J12:.6f} hartree")
print(f"  K = {K:.6f} hartree = {K * EV:.4f} eV")
print(f"  triplet energy: {e_triplet:.6f} hartree")
for name, value in zip(("Delta, first", "Delta, second", "Sigma+"), gaps):
    print(f"  singlet {name}, above triplet: {value:.6f} hartree = {value * EV:.4f} eV")
print(f"  largest deviation from separate CASCI: {np.max(abs(cas_energies - e_triplet - np.r_[0, gaps])):.1e} hartree")
print(f"  wavelength of first gap: {wavelength:.0f} nm")
print(f"  lone closed-shell determinant above triplet: {e_closed * EV:.4f} eV")
print(f"  lone up-down determinant above triplet: {e_open * EV:.4f} eV")
print(f"  orbital splitting at singlet-triplet crossing: {split * EV:.4f} eV")
print("Neglected effects:")
print(f"  full-valence Delta gap: {gap_val[0] * EV:.4f} eV")
print(f"  full-valence Sigma+ gap: {gap_val[1] * EV:.4f} eV")
print(f"  full-valence ratio Sigma+/Delta: {gap_val[1] / gap_val[0]:.3f}")
print(f"  model minus full-valence, Delta: {(gaps[0] - gap_val[0]) * EV:.4f} eV")
print(f"  model minus full-valence, Sigma+: {(gaps[2] - gap_val[1]) * EV:.4f} eV")
print(f"  singlet-relaxed orbitals, Delta gap: {gap_relaxed[0] * EV:.4f} eV")
print(f"  singlet-relaxed orbitals, Sigma+ gap: {gap_relaxed[2] * EV:.4f} eV")
print(f"  cc-pVTZ model Delta gap: {2 * K_tz * EV:.4f} eV")
print(f"  unscreened spin-orbit coupling Sigma+/triplet: {so_coupling * EV * 1e3:.2f} meV")
print(f"  spin-orbit shift of triplet M_S=0 level: {so_shift * EV * 1e3:.3f} meV")
print(f"  thermal energy kT: {KB_EV * TEMPERATURE:.4f} eV")
print(f"  singlet Delta pressure, model gap: {p_model:.2e} Torr")
print(f"  singlet Delta pressure, full-valence gap: {p_val:.2e} Torr")
print(f"  ratio of the two pressures: {p_val / p_model:.2f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Flips from triplet, two orbitals: 4 of 4 determinants
Flips from triplet, three orbitals: 6 of 9 determinants
Three orbitals, largest error of <S^2>: 0.927 (hbar^2)
O2 bond length (input): 0.121 nm
Temperature (input): 600 K; O2 pressure (input): 1.0 Torr
O2, triplet orbitals, cc-pVDZ:
  core energy with nuclear repulsion: -148.001194 hartree
  h11 = -1.076889 hartree, h22 = -1.076889 hartree
  J11 = 0.618663 hartree, J12 = 0.571144 hartree
  K = 0.023760 hartree = 0.6465 eV
  triplet energy: -149.607588 hartree
  singlet Delta, first, above triplet: 0.047520 hartree = 1.2931 eV
  singlet Delta, second, above triplet: 0.047520 hartree = 1.2931 eV
  singlet Sigma+, above triplet: 0.095039 hartree = 2.5861 eV
  largest deviation from separate CASCI: 5.7e-14 hartree
  wavelength of first gap: 959 nm
  lone closed-shell determinant above triplet: 1.9396 eV
  lone up-down determinant above triplet: 0.6465 eV
  orbital splitting at singlet-triplet crossing: 1.8287 eV
Neglected effects:
  full-valence Delta gap: 0.9699 eV
  full-valence Sigma+ gap: 1.5052 eV
  full-valence ratio Sigma+/Delta: 1.552
  model minus full-valence, Delta: 0.3232 eV
  model minus full-valence, Sigma+: 1.0810 eV
  singlet-relaxed orbitals, Delta gap: 1.2875 eV
  singlet-relaxed orbitals, Sigma+ gap: 2.5640 eV
  cc-pVTZ model Delta gap: 1.2940 eV
  unscreened spin-orbit coupling Sigma+/triplet: 32.25 meV
  spin-orbit shift of triplet M_S=0 level: -0.402 meV
  thermal energy kT: 0.0517 eV
  singlet Delta pressure, model gap: 9.17e-12 Torr
  singlet Delta pressure, full-valence gap: 4.76e-09 Torr
  ratio of the two pressures: 518.61
ALL CHECKS PASSED
```
